# Franz-Keldysh absorption of a two-dimensional electron-hole pair without Coulomb attraction, part 2

Light creates an electron and a hole at the same point of a plane, in a uniform in-plane field \(F>0\). The question is how the field changes the absorption near the gap \(E_g\). The assumptions are:

1. The masses are isotropic and parabolic, with reduced mass \(\mu\).
2. The field acts within the bands, and corrections from the change of the Bloch functions with wave vector are dropped.
3. The particles do not attract each other.
4. The transition is allowed at the band edge, its matrix element does not depend on wave vector, and the light carries negligible in-plane momentum.

Energies are measured from the gap, \(E=\hbar\omega-E_g\). With \(e>0\) and \(f=eF\), the potential energy is \(fx\), where \(x\) is the electron-hole separation along the field; \(r\) is the distance between the two. Further, \(C=\hbar^2/2\mu\), \(\theta=(Cf^2)^{1/3}\), \(\theta_2=(Cf^2/4)^{1/3}\), \(\ell=\theta/f\) and \(C=\theta\ell^2\).

**Lemma 1.** The absorption rate per area is \((2\pi/\hbar)|h|^2\rho(E)\) for each spin-valley copy of the bands. Here \(h\) is the light's coupling amplitude, the same for every wave vector, and \(\rho\) is the density of pair states at zero separation.

**Theorem.**

\[
\rho(E)=\frac{\mu}{2\pi\hbar^2}\,S(a),\qquad
S(a)=\int_a^\infty \mathrm{Ai}(y)\,dy,\qquad a=-\frac{E}{\theta_2}.
\]

Without a field, \(S\) is replaced by a step from 0 to 1 at the gap. In its proof, \(\rho\) first appears as a sum over transverse momentum \(\hbar w/\ell\), with \(z=-E/\theta\):

\[
\rho(E)=\frac{1}{2\pi\ell^2\theta}\int_{-\infty}^{\infty}dw\,\mathrm{Ai}^2(z+w^2).
\]

The normalisation of the states along the field was tested by diagonalisation in a box.

The Airy function \(\mathrm{Ai}(z)\) is the integral of \(e^{i(t^3/3+zt)}/2\pi\) along a line above the real \(t\) axis. Integration over \(z\) gives

\[
S(a)=\frac{i}{2\pi}\int_{\mathrm{Im}\,t>0}e^{i(t^3/3+at)}\,\frac{dt}{t}. \tag{3}
\]

The path runs from left to right above the pole at \(t=0\). Corollary 1 found \(S(0)=1/3\) for every nonzero field.

**Corollary 2.** To leading order, far below the gap (\(a\gg1\)) and far above it (\(b=-a\gg1\)),

\[
S(a)\simeq\frac{e^{-2a^{3/2}/3}}{2\sqrt\pi\,a^{3/4}},\qquad
S(-b)\simeq1-\frac{\cos\left(\tfrac23b^{3/2}+\tfrac\pi4\right)}{\sqrt\pi\,b^{3/4}} .
\]

*Proof.* Below the gap let the path in (3) pass through \(t=i\sqrt a\), and write \(t=i\sqrt a+\tau\). The exponent is \(-\tfrac23a^{3/2}-\sqrt a\,\tau^2+i\tau^3/3\), as found for the Airy function itself. For large \(a\) the Gaussian confines \(\tau\) to a range of order \(a^{-1/4}\). There \(1/t\simeq1/(i\sqrt a)\), and the cubic term is negligible. The Gaussian integral is \(\sqrt\pi\,a^{-1/4}\), and the prefactor is \((i/2\pi)/(i\sqrt a)=1/(2\pi\sqrt a)\). Their product with the exponential is the first form.

Above the gap the phase \(t^3/3-bt\) is stationary at \(t=\pm\sqrt b\). Between these points the integrand decreases below the real axis, so the path must be pulled down across the pole. The path above the pole equals the path below it plus a clockwise circle around it. The circle contributes \((i/2\pi)(-2\pi i)=1\), which is the zero-field step. With \(\zeta=\tfrac23b^{3/2}\), the exponent near \(\pm\sqrt b\) is \(\mp i\zeta\pm i\sqrt b\,(\delta t)^2\). Each Gaussian integral is \(e^{\pm i\pi/4}\sqrt\pi\,b^{-1/4}\), and \(1/t=\pm b^{-1/2}\). The two contributions sum to

\[
\frac{i}{2\sqrt\pi\,b^{3/4}}\left[e^{-i(\zeta-\pi/4)}-e^{i(\zeta-\pi/4)}\right]
=\frac{\sin(\zeta-\pi/4)}{\sqrt\pi\,b^{3/4}}
=-\frac{\cos(\zeta+\pi/4)}{\sqrt\pi\,b^{3/4}} .\qquad ∎
\]

If \(F\to0\) at fixed \(E\ne0\), then \(|a|\to\infty\), and the two forms restore the values 0 and 1 of the step.

**Remark on the exponent.** Let the photon lack the energy \(\delta=-E>0\). The pair is created at \(x=0\), where its kinetic energy would be \(-\delta\). It becomes free at \(x=-\delta/f\), after tunnelling with the decay constant \(\sqrt{w/C}\), where \(w\) is the energy still missing. The exponent of the probability is twice the integral of this constant:

\[
\frac2f\int_0^\delta\sqrt{\frac wC}\,dw=\frac{4\delta^{3/2}}{3f\sqrt C}=\frac23a^{3/2}.
\]

The last step uses \(\theta_2^{3/2}=f\sqrt C/2\). Absorption below the gap is thus tunnelling assisted by a photon.

**Remark on the oscillation.** For \(E>0\) the same integral with \(\delta\) replaced by \(E\) is the phase collected on the way from \(x=0\) up the potential slope to the turning point \(x=E/f\) and back. It equals \(\zeta\). The oscillation is the interference, at zero separation, of the newly created pair wave with its own reflection.

**Maxima.** Since \(dS/da=-\mathrm{Ai}(a)\), the extrema of \(S\) lie at the zeros of the Airy function. Coming from below the gap, one meets the first zero at \(a=-2.3381\). There \(S=1.274\), so the field raises the absorption to 27% above the zero-field step. A scan over \(-15\le a\le5\) in steps of 0.025 found no higher value elsewhere. The maximum lies at \(E=2.3381\,\theta_2\) and moves as \(F^{2/3}\).

### Absolute absorptance of one layer

**Proposition.** Let the edge be that of the two-band Hamiltonian

\[
H_{\mathbf k}=\hbar v(k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z,\qquad E_g=2\Delta,
\]

with two spin-valley copies, in a weakly absorbing sheet embedded in a medium of index \(n\). Near the edge, for normally incident linearly polarised light and under assumptions 1 to 4 (parabolic expansion, dipole taken at \(k=0\), no attraction), the absorbed fraction is

\[
\mathcal A=\frac{\pi\alpha}{n}\,\frac{E_g}{\hbar\omega}\,S(a),\qquad
\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar c}.
\]

*Proof.* For a vector potential \(A_0\cos\omega t\), the absorbing half of the coupling has the amplitude \(h=eA_0p_{cv}/2m_0\), where \(m_0\) is the free-electron mass. Lemma 1 gives the rate per area \((2\pi/\hbar)|h|^2\,2\rho\) for two copies. The absorbed power is this rate times \(\hbar\omega\), and the incident intensity is \(\tfrac12n\varepsilon_0c\,\omega^2A_0^2\). The ratio is

\[
\mathcal A=\frac{2\pi e^2|p_{cv}|^2\rho}{n\varepsilon_0c\,m_0^2\,\omega}.
\]

At \(k=0\) the band states are \((1,0)\) and \((0,1)\), the velocity operator is \(v\sigma_x\), and so \(|p_{cv}|=m_0v\). The band separation is \(2\sqrt{\Delta^2+\hbar^2v^2k^2}\simeq E_g+\hbar^2v^2k^2/\Delta\). Comparison with \(\hbar^2k^2/2\mu\) gives \(\mu=\Delta/2v^2\). Insert \(\rho=\mu S/2\pi\hbar^2=\Delta S/(4\pi\hbar^2v^2)\). The velocity cancels, and

\[
\mathcal A=\frac{e^2\Delta}{2n\varepsilon_0\hbar^2c\,\omega}S
=\frac{e^2}{4n\varepsilon_0\hbar c}\,\frac{E_g}{\hbar\omega}S .
\]

The first fraction is \(\pi\alpha/n\). ∎

The zero-field prefactor was tested by diagonalising \(H_{\mathbf k}\) for \(E_g=1.9\) eV, \(\mu=0.20\,m_0\) and \(n=2.1\). At 1 meV above the gap the two agreed within 0.1%.

### Worked example

The parameters are rough typical values for monolayer WSe₂ enclosed in hexagonal boron nitride: \(E_g=1.9\) eV, \(\mu=0.20\,m_0\) and \(n=2.1\). The layer suits the geometry, since the pair moves in a plane and the threefold symmetry at the band edge makes the mass isotropic. The field is 0.2 MV/cm, or \(f=0.020\) eV/nm.

With \(C=0.1905\) eV nm²,

\[
\theta_2=\left(\frac{0.1905\times0.020^2}{4}\right)^{1/3}\text{eV}=26.7\ \text{meV},\qquad
\theta=42.4\ \text{meV},\qquad \ell=2.12\ \text{nm}.
\]

At 50 meV below the gap \(a=50/26.71=1.872\), and the integral gives \(S=0.0257\). The leading form of Corollary 2 is 24% too large there, because \(a\) is not yet large. The step at the edge is \(\pi\alpha/n=1.09\%\), so

\[
\mathcal A=1.092\%\times\frac{1.90}{1.85}\times0.0257=0.029\% .
\]

This is a loss of 0.00125 dB for one passage through one layer. The spectrum at fixed field is:

| \(E\) (meV) | \(S\) | \(\mathcal A\) (%) |
|---:|---:|---:|
| −100 | 0.0008 | 0.0009 |
| −50 | 0.026 | 0.029 |
| 0 | 0.333 | 0.364 |
| 62 | 1.274 | 1.347 |
| 100 | 0.854 | 0.886 |

Now hold the photon energy 50 meV below the gap and change the field. For 0.1, 0.2 and 0.4 MV/cm, \(S\) is 0.0036, 0.026 and 0.075. The first doubling multiplies the absorption by about 7 and the second by about 3. The growth slows because the tunnelling exponent is proportional to \(1/F\) at fixed deficit: the first doubling lowers it by 1.7, the second by only 0.85.

The sum over transverse momentum was also done by quadrature over \(\mathrm{Ai}^2\), at these three fields and at \(E=-50\), 0, 60 and 100 meV. It differed from \(S\) by at most \(4\times10^{-14}\).

### When the attraction may be neglected

For a bare attraction \(-Q/r\), the trial function \(e^{-r/r_b}\) obeys

\[
-C\left(\frac{d^2}{dr^2}+\frac1r\frac{d}{dr}\right)e^{-r/r_b}
=\left(-\frac{C}{r_b^2}+\frac{C}{r_b\,r}\right)e^{-r/r_b}.
\]

It is an eigenstate if \(C/r_b=Q\), and the binding energy is \(E_b=C/r_b^2=Q^2/C\). Compare the attraction at the field length with the field energy:

\[
\frac{Q/\ell}{\theta}=\frac{\sqrt{E_bC}}{\ell\theta}=\sqrt{\frac{E_b}{\theta}},
\]

by \(C=\theta\ell^2\). Near the gap, the theorem is a good approximation for a real pair only if this root is small. The condition is severe: a binding energy of \(\theta/100\) still leaves a ratio of one tenth. Nor is the ratio itself the relative error, since at the gap the attraction raises the absorption by several times this fraction.

### The real layer

WSe₂ violates this condition. In the Rytova-Keldysh potential, which describes a polarisable sheet, a static dielectric constant of 4.5 for the surroundings and a screening length of 4.5 nm for the layer in vacuum (both rough) give a binding energy of about 160 meV, or \(6\,\theta_2\). The exciton has an rms radius of 1.7 nm, over which the field energy changes by 34 meV, far less than the binding. To size the error, the pair density in the field was computed on a planar lattice of spacing 0.25 nm, with a Lorentzian half width of 15 meV, a rough room-temperature value. In units of the zero-field step it is:

| \(E\) (meV) | no attraction | with attraction |
|---:|---:|---:|
| −50 | 0.117 | 1.07 |
| 0 | 0.417 | 1.07 |
| 62 | 1.039 | 1.37 |

Without attraction the lattice agrees with the equally broadened formula within 0.004 of the step, which tests the theorem by a calculation that uses no Airy function. With attraction the absorption 50 meV below the gap is about nine times larger, and at the zero-field exciton energy it reaches about 8 steps. This excess is not a field-induced tail. The first excited s exciton lies 37 meV below the gap, and the same broadened model gives about 1.0 at −50 meV already at zero field. The field adds only about 0.04 there. It lowers the value at the gap from about 1.27 to about 1.04, and the value at the exciton energy from about 10 to about 8. Refining the spacing to 0.20 nm changed the values with attraction by less than 5% at the two energies examined, the gap and the exciton energy. The last digit of that column is not converged: on a mesh of 0.05 nm the three entries fall by about 3%, to 1.05, 1.04 and 1.34. The absorptances of the worked example are therefore a band-to-band reference and not a prediction for WSe₂. The field, too, is high for a lateral device: it needs 20 V across one micrometre.

Broadening matters as well. At 50 meV below the gap it raises \(S\) from 0.026 to 0.116. Most of this is the tail of the line shape and not an effect of the field. A step broadened at zero field has there the value \(\tfrac12-\arctan(50/15)/\pi=0.093\). A modulator works with the difference between field on and field off, which in this broadened model without attraction is about 0.02 of the step. How far the tail is real depends on the true line shape, and a Lorentzian falls off slowly.

Five other neglected effects were estimated and are small for these numbers.

- **Nonparabolic bands.** At the first maximum the zero-field two-band absorptance exceeds the form with constant dipole by 0.05%. Below the gap the two-band decay constant is \(\sqrt{\Delta w-w^2/4}/\hbar v\). It lowers the tunnelling exponent at a deficit of 50 meV from 1.708 to 1.701. These two figures leave out the change of the Bloch functions with wave vector while the field acts. That change makes the absorption depend slightly on the direction of polarisation. At this deficit the two-band model in the field lies about 5% above \(S\) for light polarised along the field and about 2% below it for light polarised across the field.
- **The second valence edge**, taken as 400 meV below the first, so that its transitions start 400 meV higher in photon energy. At the first maximum its ideal \(S\) is \(4\times10^{-15}\). In practice its linewidth tail would be larger.
- **Tunnelling without a photon.** Here one electron crosses from the valence to the conduction band. With its position \(x_e\) measured from the middle of the barrier, the decay constant is \(\sqrt{\Delta^2-f^2x_e^2}/\hbar v\) between \(x_e=\pm\Delta/f\), and the exponent is \(\pi\Delta^2/\hbar vf=333\).
- **Avalanche.** The chance that a carrier gains the gap energy without a loss is estimated as \(e^{-E_g/f\lambda}\). A rough free path \(\lambda=5\) nm gives \(6\times10^{-9}\). This is an order of magnitude for one mechanism and not a breakdown field.
- **Thermal carriers.** At 300 K the factor \(e^{-E_g/2k_BT}\) is \(10^{-16}\). This holds for an undoped layer. Doping would block transitions and screen the attraction.

For this layer the missing attraction is the dominant error and the linewidth comes second. The remaining numbers are collected in the numerical output.

## Computed results

```
gap 1.90 eV; reduced mass 0.20 electron masses
field 0.20 MV/cm = 0.020 V/nm
hbar^2/(2 mu) = 0.1905 eV nm^2
theta = 42.40 meV; theta2 = 26.71 meV
length theta/(eF) = 2.120 nm
zero-field pair density = 0.4177 /(eV nm^2)
surroundings: optical index 2.1
edge absorptance pi*alpha/n = 1.092 %
photon energy minus gap (meV), a, S, absorptance (%):
   -100.00   3.7443   0.00076   0.00088
    -50.00   1.8721   0.02572   0.02884
      0.00  -0.0000   0.33333   0.36389
     62.44  -2.3381   1.27435   1.34692
    100.00  -3.7443   0.85385   0.88553
first Airy zero = -2.3381
50 meV below gap: field (MV/cm), theta2 (meV), a, S:
  0.1   16.82  2.9718 0.00360
  0.2   26.71  1.8721 0.02572
  0.4   42.40  1.1794 0.07518
loss per layer, 50 meV below gap = 0.00125 dB
leading below-gap form / S there = 1.242
largest box-normalisation error = 1.3e-05 of maximum
largest transverse-sum error in S = 4.0e-14
largest lattice-formula difference in S = 0.0038
Lorentzian half width = 15.0 meV
energy (meV), broadened S, lattice S, lattice S with Coulomb:
   -50.00   0.1155   0.1166    1.070
     0.00   0.4157   0.4172    1.073
    62.44   1.0352   1.0391    1.373
static dielectric constant 4.5; screening 4.5 nm
exciton binding = 161.5 meV = 6.05 theta2
exciton rms radius = 1.68 nm
field energy over that radius = 33.6 meV
S with Coulomb at zero-field exciton energy = 8.26
two-band / constant-dipole absorptance at maximum = 1.00052
tunnelling exponent, parabolic = 1.7077
tunnelling exponent, two-band = 1.7010
second valence edge at 400 meV above the first
its S at the first maximum = 4.0e-15
interband tunnelling exponent without photon = 333
rough free path 5.0 nm; avalanche factor 5.6e-09
temperature 300 K; kT = 25.85 meV
thermal occupation factor exp(-gap/2kT) = 1.1e-16
```
